# Plus and minus excitations of alternant hydrocarbons from the pairing theorem: a numerical check

```python
"""
Result under test: in the half-filled Pariser-Parr-Pople (PPP) model of an
alternant pi system, singlet single excitations split into decoupled plus and
minus combinations  |i->j'> +- |j->i'>,  and minus states have zero transition
dipole from the ground state.  For exact eigenstates the same rule holds as a
particle-hole parity rule.

Symbols (Hartree atomic units):
  s[m]      +1 on starred, -1 on unstarred sites
  t, gamma  hopping and electron repulsion between sites
  i, i'     occupied orbital and its partner, c[m,i'] = s[m] c[m,i];
            1 is the highest occupied orbital, 1' the lowest empty one
  J_ph      particle-hole operator, c[m] -> s[m] c^dagger[m]
Many-electron vectors live in the S_z = 0 space, (up string) x (down string).
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
n_sites, n_occ = 6, 3

# ---------------------------------------------------------------- model
bond, U, t_strong, t_weak = 2.6, 0.4, -0.10, -0.08
angles = np.radians([30, -30, 30, 90, 150])
steps = bond * np.column_stack([np.cos(angles), np.sin(angles)])
r = np.vstack([np.zeros(2), np.cumsum(steps, axis=0)])
s = np.array([1, -1, 1, -1, 1, -1])
t = np.zeros((n_sites, n_sites))
for m in range(n_sites - 1):
    t[m, m + 1] = t[m + 1, m] = t_strong if m % 2 == 0 else t_weak
distance = np.linalg.norm(r[:, None] - r[None, :], axis=2)
gamma = 1 / np.sqrt(distance**2 + 1 / U**2)

# ---------------------------------------------------------------- full space
strings = list(itertools.combinations(range(n_sites), n_occ))
index = {occ: k for k, occ in enumerate(strings)}
dim = len(strings)
one = np.eye(dim)


def hop_operator(p, q):
    """Matrix of c^dagger[p] c[q] for one spin."""
    M = np.zeros((dim, dim))
    for col, occ in enumerate(strings):
        if q not in occ:
            continue
        rest = [x for x in occ if x != q]
        if p in rest:
            continue
        swaps = sum(x < q for x in rest) + sum(x < p for x in rest)
        M[index[tuple(sorted(rest + [p]))], col] = (-1) ** swaps
    return M


G = np.array([[hop_operator(p, q) for q in range(n_sites)]
              for p in range(n_sites)])


def one_body(h):
    """Spin-summed one-electron operator in the full space."""
    M = np.einsum("pq,pqab->ab", h, G)
    return np.kron(M, one) + np.kron(one, M)


occupation = np.array([[float(m in occ) for m in range(n_sites)]
                       for occ in strings])
charge = (occupation[:, None, :] + occupation[None, :, :] - 1)
charge = charge.reshape(dim * dim, n_sites)
repulsion = 0.5 * np.einsum("am,mn,an->a", charge, gamma, charge)
H = one_body(t) + np.diag(repulsion)
D = -charge @ r                      # diagonal of the x and y dipole operators
S2 = n_occ * np.eye(dim * dim)
for p in range(n_sites):
    for q in range(n_sites):
        S2 -= np.kron(G[q, p], G[p, q])

# particle-hole operator built string by string
j_one = np.zeros((dim, dim))
for col, occ in enumerate(strings):
    filled, sign = list(range(n_sites)), 1
    for p in reversed(occ):
        sign *= s[p] * (-1) ** sum(x < p for x in filled)
        filled.remove(p)
    j_one[index[tuple(filled)], col] = sign
J_ph = np.kron(j_one, j_one)
assert np.allclose(J_ph @ J_ph, np.eye(dim * dim))
assert np.allclose(J_ph @ H @ J_ph.T, H, atol=1e-12)
for k in range(2):
    assert np.allclose(J_ph @ np.diag(D[:, k]) @ J_ph.T, -np.diag(D[:, k]))

# ---------------------------------------------------------------- SCF orbitals


def fock(P):
    F = t - 0.5 * gamma * P
    q = np.diag(P) - 1
    np.fill_diagonal(F, gamma @ q - 0.5 * np.diag(gamma) * q)
    return F


# the start is deliberately unpaired: uneven site energies
start = t + np.diag([0.03, -0.01, 0.02, 0.01, -0.03, 0.015])
C = np.linalg.eigh(start)[1]
P = 2 * C[:, :n_occ] @ C[:, :n_occ].T
start_charge = np.max(np.abs(np.diag(P) - 1))
assert start_charge > 1e-3
for _ in range(3000):
    C = np.linalg.eigh(fock(P))[1]
    P = 0.7 * P + 0.3 * 2 * C[:, :n_occ] @ C[:, :n_occ].T
eps, C = np.linalg.eigh(fock(P))
P_new = 2 * C[:, :n_occ] @ C[:, :n_occ].T
assert np.max(np.abs(P_new - P)) < 1e-10

occ_orb = C[:, n_occ - 1::-1].copy()          # 1, 2, 3 from the top down
vir_orb = C[:, n_occ:].copy()                 # 1', 2', 3' from the bottom up
e_occ, e_vir = eps[n_occ - 1::-1], eps[n_occ:]
occ_orb *= np.sign(occ_orb[0])
vir_orb *= np.sign(np.sum(vir_orb * s[:, None] * occ_orb, axis=0))
pair_error = np.max(np.abs(vir_orb - s[:, None] * occ_orb))
assert pair_error < 1e-8 and np.allclose(e_vir, -e_occ, atol=1e-9)
same_class = np.equal.outer(s, s)
assert np.allclose(P[same_class], np.eye(n_sites)[same_class], atol=1e-9)

# ---------------------------------------------------------------- singles CI
det = np.array([np.linalg.det(occ_orb[list(occ), :]) for occ in strings])
hf = np.kron(det, det)
E_hf = hf @ H @ hf
configs = [(i, j) for i in range(n_occ) for j in range(n_occ)]
singlet, triplet = [], []
for i, j in configs:
    X = np.einsum("p,q,pqab->ab", vir_orb[:, j], occ_orb[:, i], G)
    up, down = np.kron(X @ det, det), np.kron(det, X @ det)
    singlet.append((up + down) / np.sqrt(2))
    triplet.append((up - down) / np.sqrt(2))
singlet, triplet = np.array(singlet).T, np.array(triplet).T
assert np.allclose(singlet.T @ singlet, np.eye(9), atol=1e-10)
assert np.max(np.abs(hf @ H @ singlet)) < 1e-9          # Brillouin
A = singlet.T @ H @ singlet - E_hf * np.eye(9)
A_trip = triplet.T @ H @ triplet - E_hf * np.eye(9)

f = np.einsum("mi,mj->ijm", occ_orb, occ_orb)
A_formula = np.zeros((9, 9))
for a, (i, j) in enumerate(configs):
    for b, (k, l) in enumerate(configs):
        A_formula[a, b] = (2 * (s * f[i, j]) @ gamma @ (s * f[k, l])
                           - f[j, l] @ gamma @ f[i, k]
                           - (a == b) * (e_occ[i] + e_occ[j]))
assert np.allclose(A, A_formula, atol=1e-8)

d_config = np.array([hf @ (D[:, k, None] * singlet) for k in range(2)]).T
d_formula = np.array([-np.sqrt(2) * (s * f[i, j]) @ r for i, j in configs])
assert np.allclose(d_config, d_formula, atol=1e-7)

plus, minus = [], []
for i in range(n_occ):
    for j in range(i, n_occ):
        v, w = np.zeros(9), np.zeros(9)
        v[configs.index((i, j))] += 1
        v[configs.index((j, i))] += 1
        plus.append(v / np.linalg.norm(v))
        if i != j:
            w[configs.index((i, j))], w[configs.index((j, i))] = 1, -1
            minus.append(w / np.sqrt(2))
plus, minus = np.array(plus).T, np.array(minus).T
coupling = np.max(np.abs(plus.T @ A @ minus))
assert coupling < 1e-8
minus_singlets = np.linalg.eigvalsh(minus.T @ A @ minus)
minus_triplets = np.linalg.eigvalsh(minus.T @ A_trip @ minus)
assert np.allclose(minus_singlets, minus_triplets, atol=1e-8)
plus_singlets = np.linalg.eigvalsh(plus.T @ A @ plus)
plus_triplets = np.linalg.eigvalsh(plus.T @ A_trip @ plus)
assert np.max(np.abs(plus_singlets - plus_triplets)) > 1e-3

# diagonalize all nine together, without using the symmetry
w_cis, V_cis = np.linalg.eigh(A)
d_cis = np.linalg.norm(V_cis.T @ d_config, axis=1)
minus_weight = np.sum((minus.T @ V_cis) ** 2, axis=0)
is_minus = minus_weight > 0.5
assert np.all(np.minimum(minus_weight, 1 - minus_weight) < 1e-8)
assert is_minus.sum() == 3 and np.max(d_cis[is_minus]) < 1e-6
assert np.min(d_cis[~is_minus]) > 1e-5

# one pair alone: 1->2' and 2->1'
a12, a21 = configs.index((0, 1)), configs.index((1, 0))
Jint = f[0, 0] @ gamma @ f[1, 1]
Kint = f[0, 1] @ gamma @ f[0, 1]
Kprime = (s * f[0, 1]) @ gamma @ (s * f[0, 1])
gap12 = -e_occ[0] - e_occ[1]
E_plus = gap12 - Jint + 4 * Kprime - Kint
E_minus = gap12 - Jint + Kint
v_plus = (singlet[:, a12] + singlet[:, a21]) / np.sqrt(2)
v_minus = (singlet[:, a12] - singlet[:, a21]) / np.sqrt(2)
assert abs(v_plus @ H @ v_plus - E_hf - E_plus) < 1e-8
assert abs(v_minus @ H @ v_minus - E_hf - E_minus) < 1e-8
d_plus = np.array([hf @ (D[:, k] * v_plus) for k in range(2)])
d_minus = np.array([hf @ (D[:, k] * v_minus) for k in range(2)])
assert np.allclose(d_plus, np.sqrt(2) * d_config[a12], atol=1e-7)
assert np.max(np.abs(d_minus)) < 1e-7

# parity of the determinant and of the single excitations
eta = hf @ J_ph @ hf
assert abs(abs(eta) - 1) < 1e-8
for a, (i, j) in enumerate(configs):
    partner = singlet[:, configs.index((j, i))]
    assert np.allclose(J_ph @ singlet[:, a], -eta * partner, atol=1e-7)

# ---------------------------------------------------------------- exact states
E, V = np.linalg.eigh(H)
ground = V[:, 0]
assert E[1] - E[0] > 1e-3
spin = np.einsum("ak,ak->k", V, S2 @ V)
parity = np.einsum("ak,ak->k", V, J_ph @ V)
d_exact = np.linalg.norm([ground @ (D[:, k, None] * V) for k in range(2)],
                         axis=0)
assert abs(spin[0]) < 1e-8 and abs(parity[0] - eta) < 1e-8
excited = [k for k in range(1, len(E)) if abs(spin[k]) < 1e-6]
assert all(abs(abs(parity[k]) - 1) < 1e-6 for k in excited)
dark = [k for k in excited if parity[k] * parity[0] > 0]
bright = [k for k in excited if parity[k] * parity[0] < 0]
assert np.max(d_exact[dark]) < 1e-7
assert np.max(d_exact[bright]) > 0.1

# ---------------------------------------------------------------- broken pairing
delta = 0.005
site_term = np.zeros((n_sites, n_sites))
site_term[0, 0] = delta
hop_term = np.zeros((n_sites, n_sites))
hop_term[0, 2] = hop_term[2, 0] = delta
broken = []
for h in (site_term, hop_term):
    W = one_body(h)
    assert np.allclose(J_ph @ W @ J_ph.T, -W + np.trace(h) * 2 *
                       np.eye(dim * dim), atol=1e-12)
    Vb = np.linalg.eigh(H + W)[1]
    overlap = (Vb.T @ V[:, dark[0]]) ** 2
    k = int(np.argmax(overlap))
    assert overlap[k] > 0.5
    db = np.linalg.norm([Vb[:, 0] @ (D[:, c] * Vb[:, k]) for c in range(2)])
    assert db > 1e-4
    broken.append((overlap[k], db))

# ---------------------------------------------------------------- output


def row(values, digits=4):
    return " ".join(f"{x + 0.0:.{digits}f}" for x in values)


print(f"bond length {bond} bohr; on-site repulsion U {U} hartree")
print(f"hopping strong {t_strong}, weak {t_weak} hartree")
print("site x (bohr):", row(r[:, 0]))
print("site y (bohr):", row(r[:, 1]))
print("gamma, site 1 to 1..6 (hartree):", row(gamma[0]))
print(f"largest site charge of SCF start: {start_charge:.4f} e")
print(f"largest site charge at SCF end: {np.max(abs(np.diag(P)-1)):.1e} e")
print("energies of 1,2,3 (hartree):", row(e_occ, 5))
print("energies of 1',2',3' (hartree):", row(e_vir, 5))
for i in range(2):
    print(f"orbital {i+1} coefficients:", row(occ_orb[:, i]))
    print(f"orbital {i+1}' coefficients:", row(vir_orb[:, i]))
print("Pair 1->2', 2->1' (energies in hartree, dipoles in e bohr)")
print(f"orbital energy difference {gap12:.5f}")
print(f"J {Jint:.5f}  K {Kint:.5f}  K' {Kprime:.5f}")
print(f"diagonal element {A[a12, a12]:.5f}, coupling {A[a12, a21]:.5f}")
print(f"E plus {E_plus:.5f}, E minus {E_minus:.5f}")
print("dipole x,y of 1->2':", row(d_config[a12]))
print("dipole x,y of 2->1':", row(d_config[a21]))
print("dipole x,y of plus:", row(d_plus))
print(f"dipole size of minus: {np.linalg.norm(d_minus):.1e}")
print(f"largest plus-minus coupling in CIS: {coupling:.1e} hartree")
print("CIS singlets: class, energy (hartree), |dipole| (e bohr)")
for k in range(9):
    name = "minus" if is_minus[k] else "plus "
    size = f"{d_cis[k]:.1e}" if is_minus[k] else f"{d_cis[k]:.4f}"
    print(f"  {name} {w_cis[k]:.5f} {size}")
print("CIS minus triplets (hartree):", row(minus_triplets, 5))
print(f"parity eta of determinant: {eta:.0f}")
print(f"exact excited singlets: {len(excited)}, ground parity {len(dark)},"
      f" opposite {len(bright)}")
print(f"largest dipole, ground parity: {np.max(d_exact[dark]):.1e} e bohr")
print("Lowest exact singlets: parity, energy (hartree), |dipole| (e bohr)")
for k in excited[:6]:
    same = parity[k] * parity[0] > 0
    size = f"{d_exact[k]:.1e}" if same else f"{d_exact[k]:.4f}"
    print(f"  {'same    ' if same else 'opposite'} {E[k]-E[0]:.5f} {size}")
print(f"lowest same-parity singlet: {(E[dark[0]]-E[0])*EV:.3f} eV")
print(f"lowest opposite-parity singlet: {(E[bright[0]]-E[0])*EV:.3f} eV")
print(f"Pairing broken by {delta} hartree, lowest same-parity singlet:")
for name, (ov, db) in zip(("site 1 energy", "hopping 1-3"), broken):
    print(f"  {name}: squared overlap {ov:.4f}, |dipole| {db:.4f} e bohr")
print("every check passed")
```

Printed output:

```
bond length 2.6 bohr; on-site repulsion U 0.4 hartree
hopping strong -0.1, weak -0.08 hartree
site x (bohr): 0.0000 2.2517 4.5033 6.7550 6.7550 4.5033
site y (bohr): 0.0000 1.3000 0.0000 1.3000 3.9000 5.2000
gamma, site 1 to 1..6 (hartree): 0.4000 0.2772 0.1941 0.1366 0.1221 0.1366
largest site charge of SCF start: 0.1982 e
largest site charge at SCF end: 6.7e-16 e
energies of 1,2,3 (hartree): -0.17278 -0.25189 -0.31040
energies of 1',2',3' (hartree): 0.17278 0.25189 0.31040
orbital 1 coefficients: 0.4628 0.2896 -0.4618 -0.4590 0.2693 0.4532
orbital 1' coefficients: 0.4628 -0.2896 -0.4618 0.4590 0.2693 -0.4532
orbital 2 coefficients: 0.4549 0.5003 0.1531 -0.1538 -0.5192 -0.4755
orbital 2' coefficients: 0.4549 -0.5003 0.1531 0.1538 -0.5192 0.4755
Pair 1->2', 2->1' (energies in hartree, dipoles in e bohr)
orbital energy difference 0.42467
J 0.23016  K 0.04295  K' 0.02370
diagonal element 0.24192, coupling 0.00446
E plus 0.24638, E minus 0.23746
dipole x,y of 1->2': 1.5495 -0.4173
dipole x,y of 2->1': 1.5495 -0.4173
dipole x,y of plus: 2.1914 -0.5901
dipole size of minus: 3.5e-15
largest plus-minus coupling in CIS: 9.4e-17 hartree
CIS singlets: class, energy (hartree), |dipole| (e bohr)
  plus  0.16488 2.1518
  minus 0.23285 2.4e-14
  plus  0.24241 2.2752
  minus 0.27989 4.1e-16
  plus  0.29841 1.2570
  plus  0.30626 0.8203
  plus  0.33513 0.9038
  minus 0.38498 2.2e-15
  plus  0.40681 0.2586
CIS minus triplets (hartree): 0.23285 0.27989 0.38498
parity eta of determinant: 1
exact excited singlets: 174, ground parity 89, opposite 85
largest dipole, ground parity: 6.8e-14 e bohr
Lowest exact singlets: parity, energy (hartree), |dipole| (e bohr)
  same     0.17634 6.8e-14
  opposite 0.17748 1.7941
  same     0.21390 1.4e-14
  opposite 0.24771 1.9073
  same     0.27624 1.1e-14
  same     0.28505 2.0e-14
lowest same-parity singlet: 4.798 eV
lowest opposite-parity singlet: 4.830 eV
Pairing broken by 0.005 hartree, lowest same-parity singlet:
  site 1 energy: squared overlap 0.9892, |dipole| 0.1789 e bohr
  hopping 1-3: squared overlap 0.7112, |dipole| 0.9780 e bohr
every check passed
```
